# Dissociation of the trimethylaluminium dimer and its dependence on pressure

## Problem

Trimethylaluminium vapour contains the dimer D = Al$_2$(CH$_3$)$_6$ and the monomer M = Al(CH$_3$)$_3$, connected by

$$\mathrm{D} \rightleftharpoons 2\,\mathrm{M}.$$

The vapour is an ideal gas at equilibrium at temperature $T$ and total pressure $P$. No other gas is present, and no methyl group is lost by pyrolysis. Let $\alpha$ be the dissociated fraction: if all the aluminium were first bound in $n_0$ moles of dimer, then $\alpha n_0$ moles of dimer have come apart. The equilibrium constant is written as a pressure, $K_p = p_M^2/p_D$, where $p_M$ and $p_D$ are the partial pressures.

(a) Show that
$$\alpha=\sqrt{\frac{K_p}{K_p+4P}} .$$

(b) Find the pressure at which half of the dimer is dissociated.

(c) Evaluate the results for a model dimer with standard dissociation enthalpy $\Delta H^\circ = 80$ kJ/mol and entropy $\Delta S^\circ = 180$ J/(mol K), at $T = 400$ K and with standard pressure $p^\circ = 10^5$ Pa. These are round model values, not data for trimethylaluminium.

(d) In a reactor the vapour is carried by an inert gas. Let there be $r = 100$ moles of carrier per mole of dimer fed, at a reactor pressure of $10^4$ Pa. What is $\alpha$ now, and which reactor pressure would give half dissociation?

## A tempting wrong solution

Start with pure dimer at pressure $P$. When a fraction $\alpha$ has dissociated, the dimer pressure has dropped to $(1-\alpha)P$. Each lost dimer gives two monomers, so the monomer pressure is $2\alpha P$. Therefore

$$K_p=\frac{(2\alpha P)^2}{(1-\alpha)P}=\frac{4\alpha^2P}{1-\alpha}. \qquad\text{(wrong for this problem)}$$

This is not the relation asked for. But when $P$ is much larger than $K_p$, $\alpha$ is small, the denominator is close to 1, and $\alpha\approx\tfrac12\sqrt{K_p/P}$. The requested formula has the same limit, since $K_p$ can then be neglected beside $4P$. It seems to follow that the requested formula is a high-pressure approximation, and that the better answer to (b) comes from the relation just found. With $\alpha=\tfrac12$ it gives $K_p = P/(1/2) = 2P$, so $P=K_p/2$.

## Where it fails

Add the two partial pressures used above:

$$(1-\alpha)P+2\alpha P=(1+\alpha)P .$$

By definition the partial pressures must add up to the total pressure. Here they exceed it by the factor $1+\alpha$. The stoichiometry is right, and so is the form of $K_p$. The fault lies in the step from amounts to pressures: the amounts were divided by the original number of moles $n_0$, although the gas now holds more molecules than that.

The symbol $P$ has in fact changed its meaning. The expressions $(1-\alpha)P$ and $2\alpha P$ are correct for a closed vessel of fixed volume, if $P$ denotes the pressure the vapour would have with every dimer intact. In such a vessel the actual pressure rises as dimers dissociate. The problem, however, specifies the actual total pressure at equilibrium. At a given total pressure the gas takes up more volume as it dissociates, which lowers both partial pressures below the values used above.

The agreement at high pressure does not show which relation is the approximate one. It arises because the neglected factor $1+\alpha$ tends to 1 when few dimers dissociate.

## Solution

### Amounts and partial pressures

Of the $n_0$ moles of dimer, $n_0(1-\alpha)$ remain, and $2n_0\alpha$ moles of monomer have formed. The total is

$$n_0(1-\alpha)+2n_0\alpha=n_0(1+\alpha).$$

In an ideal mixture each partial pressure is the mole fraction times the total pressure, so $n_0$ cancels:

$$p_D=\frac{1-\alpha}{1+\alpha}\,P,\qquad p_M=\frac{2\alpha}{1+\alpha}\,P. \tag{1}$$

Their sum is $P$, as it must be.

The monomers contain $2n_0\alpha$ moles of aluminium out of $2n_0$. Thus $\alpha$ is also the fraction of the aluminium atoms that sit in monomers. It is not the fraction of molecules that are monomers, which by (1) is $2\alpha/(1+\alpha)$.

### Why $p_M^2/p_D$ is fixed

At given $T$ and $P$, equilibrium is the minimum of the Gibbs energy $G=n_D\mu_D+n_M\mu_M$. The chemical potential of a species in an ideal mixture is that of the pure gas at its own partial pressure. For a pure ideal gas at constant temperature, $d\mu=V_m\,dp=RT\,dp/p$, with $V_m$ the molar volume. Integration from the standard pressure gives

$$\mu_i=\mu_i^\circ+RT\ln\frac{p_i}{p^\circ}.$$

Differentiate $G$ with respect to $\alpha$:

$$\frac{dG}{d\alpha}=\mu_D\frac{dn_D}{d\alpha}+\mu_M\frac{dn_M}{d\alpha}+\sum_i n_i\frac{d\mu_i}{d\alpha}.$$

The last sum vanishes. Each term is $n_iRT\,(1/p_i)\,dp_i/d\alpha$, and the ratio $n_i/p_i$ equals $n_{\rm tot}/P$ for every species. Hence

$$\sum_i n_i\frac{d\mu_i}{d\alpha}=\frac{n_{\rm tot}RT}{P}\,\frac{d}{d\alpha}\sum_i p_i=\frac{n_{\rm tot}RT}{P}\,\frac{dP}{d\alpha}=0,$$

because $P$ is held fixed. With $dn_D/d\alpha=-n_0$ and $dn_M/d\alpha=2n_0$, what remains is

$$\frac{1}{n_0}\frac{dG}{d\alpha}=2\mu_M-\mu_D=\Delta G^\circ+RT\left(2\ln\frac{p_M}{p^\circ}-\ln\frac{p_D}{p^\circ}\right),$$

where $\Delta G^\circ=2\mu_M^\circ-\mu_D^\circ$. Combining the logarithms,

$$\frac{1}{n_0RT}\frac{dG}{d\alpha}=\frac{\Delta G^\circ}{RT}+\ln\frac{p_M^2}{p_D\,p^\circ}. \tag{2}$$

One factor $p^\circ$ survives because two molecules form from one. Setting the slope to zero gives

$$\frac{p_M^2}{p_D}=p^\circ e^{-\Delta G^\circ/(RT)}\equiv K_p. \tag{3}$$

The right side depends on temperature but not on $P$ or $\alpha$.

### Part (a)

Insert (1) into (3):

$$K_p=\frac{4\alpha^2P^2}{(1+\alpha)^2}\cdot\frac{1+\alpha}{(1-\alpha)P}=\frac{4\alpha^2P}{(1+\alpha)(1-\alpha)}=\frac{4\alpha^2P}{1-\alpha^2}. \tag{4}$$

The factor $1+\alpha$ in the denominator is what the wrong solution lacked. Multiply by $1-\alpha^2$ and collect the terms in $\alpha^2$:

$$K_p-K_p\alpha^2=4P\alpha^2\quad\Longrightarrow\quad \alpha^2(K_p+4P)=K_p .$$

A fraction cannot be negative, so the positive root applies:

$$\boxed{\alpha=\sqrt{\frac{K_p}{K_p+4P}}} \tag{5}$$

No assumption about the size of $\alpha$ was made. Within the ideal-gas model the formula holds at every pressure.

This stationary point is a minimum of $G$, and there is no other. As $\alpha$ grows from 0 to 1, the expression $4\alpha^2P/(1-\alpha^2)$ rises steadily from zero to infinity, since its numerator grows and its denominator shrinks. The slope (2) therefore rises from $-\infty$ to $+\infty$ and crosses zero once, from negative to positive. In particular, neither pure dimer nor pure monomer is the equilibrium state at a finite, nonzero pressure.

### Part (b)

Put $\alpha=\tfrac12$ into the square of (5):

$$\frac14=\frac{K_p}{K_p+4P}\quad\Longrightarrow\quad K_p+4P=4K_p\quad\Longrightarrow\quad \boxed{P_{1/2}=\tfrac34K_p}. \tag{6}$$

By (1), the monomer pressure is then $\tfrac23P_{1/2}=\tfrac12K_p$ and the dimer pressure is $\tfrac13P_{1/2}=\tfrac14K_p$. Their combination $p_M^2/p_D=(K_p^2/4)/(K_p/4)$ returns $K_p$.

This also shows what the wrong solution had found. In a closed vessel, let $P_0$ be the pressure with all dimers intact. Then $p_D=(1-\alpha)P_0$ and $p_M=2\alpha P_0$. The equilibrium condition is still $2\mu_M=\mu_D$, because at fixed temperature and volume the Helmholtz energy changes by $\sum_i\mu_i\,dn_i$. Thus $K_p=4\alpha^2P_0/(1-\alpha)$, and half dissociation needs $P_0=K_p/2$. The actual pressure in the vessel is $(1+\tfrac12)P_0=\tfrac34K_p$, in agreement with (6). The two descriptions concern the same equilibrium state and differ in which pressure is used to label it. If the total pressure itself were set to $K_p/2$, (5) would give $\alpha=1/\sqrt3$, which is more than one half.

### Half dissociated is not half monomer

At $\alpha=\tfrac12$, two original dimers have become one dimer and two monomers, so two thirds of the molecules are monomers. Equal numbers of the two species are a different condition. Setting $p_M=p_D$ in (3) gives $p_M=K_p$, hence $P=p_M+p_D=2K_p$. Equation (5) then yields

$$\alpha=\sqrt{\frac{K_p}{K_p+8K_p}}=\frac13 .$$

Counting confirms it: of three original dimers one dissociates, leaving two dimers beside two monomers.

### Low and high pressure

For $P\ll K_p$, write (5) as $\alpha=(1+4P/K_p)^{-1/2}$ and expand to first order:

$$\alpha\approx1-\frac{2P}{K_p}.$$

The vapour becomes almost wholly monomeric. Bond breaking costs enthalpy, but two separate molecules gain more entropy from a larger available volume than one does, and at low enough pressure this gain prevails.

For $P\gg K_p$, take $4P$ out of the root:

$$\alpha=\frac12\sqrt{\frac{K_p}{P}}\left(1+\frac{K_p}{4P}\right)^{-1/2}\approx\frac12\sqrt{\frac{K_p}{P}}\left(1-\frac{K_p}{8P}\right).$$

The leading term falls as $P^{-1/2}$: as long as $P$ stays far above $K_p$, a hundredfold rise in pressure lowers the dissociated fraction about tenfold. Between the limits the change is gradual. Taking the logarithm of (5) and differentiating,

$$\frac{d\ln\alpha}{d\ln P}=-\frac12\,\frac{4P}{K_p+4P}=-\frac{1-\alpha^2}{2},$$

where the last step uses $1-\alpha^2=4P/(K_p+4P)$. At half dissociation this slope is $-3/8$, so a small relative rise in pressure lowers $\alpha$ by three eighths of that relative amount.

### Part (c)

The standard Gibbs energy of dissociation is

$$\Delta G^\circ=\Delta H^\circ-T\Delta S^\circ=80\,000-400\times180=8000\ \text{J/mol}.$$

With $R=8.314463$ J/(mol K),

$$\frac{\Delta G^\circ}{RT}=\frac{8000}{8.314463\times400}=2.4054,$$

$$K_p=10^5\,e^{-2.4054}\ \text{Pa}=9022.5\ \text{Pa}.$$

The half-dissociation pressure is

$$P_{1/2}=\tfrac34\times9022.5\ \text{Pa}\approx6767\ \text{Pa}=0.0677\ \text{bar},$$

made up of 4511 Pa of monomer and 2256 Pa of dimer. The wrong solution would have given $K_p/2=4511$ Pa, which is the monomer pressure alone. Equal numbers of monomers and dimers require $2K_p=18\,045$ Pa.

At $P=1000$ Pa, equation (5) gives

$$\alpha=\sqrt{\frac{9022.5}{9022.5+4000}}=0.832 .$$

The same calculation gives $\alpha=0.429$ at $10^4$ Pa and $\alpha=0.149$ at $10^5$ Pa. The partial pressures from (1) are:

| $P$ (Pa) | $\alpha$ | $p_M$ (Pa) | $p_D$ (Pa) |
|---|---|---|---|
| $10^3$ | 0.832 | 909 | 91 |
| $10^4$ | 0.429 | 6004 | 3996 |
| $10^5$ | 0.149 | 25 863 | 74 137 |

The middle row lies between the two pressures distinguished above. Less than half of the dimer has dissociated, yet 60% of the molecules are monomers. The monomer pressure rises down the table although $\alpha$ falls: compression favours the dimer, but it does not reduce the monomer pressure. This follows from (3), which gives $p_M=\sqrt{K_pp_D}$, so the two partial pressures can only rise or fall together at fixed temperature.

The digits are those of the model with its parameters taken as given. For a real compound the uncertainty of $\Delta G^\circ$ limits how many digits are meaningful, because it enters through an exponential: an error of $RT$ in $\Delta G^\circ$ changes $K_p$, and with it $P_{1/2}$, by a factor $e$.

### Part (d)

Let $P_{\rm tot}$ be the reactor pressure. The carrier adds $rn_0$ moles, so the total is $n_0(1+\alpha+r)$ and

$$p_D=\frac{(1-\alpha)P_{\rm tot}}{1+\alpha+r},\qquad p_M=\frac{2\alpha P_{\rm tot}}{1+\alpha+r}. \tag{7}$$

Condition (3) is unchanged. The amount of carrier does not vary with $\alpha$, and the sum $\sum_i n_i\,d\mu_i$ still vanishes when the carrier is included, because all partial pressures together add up to the fixed $P_{\rm tot}$. Inserting (7) into (3),

$$K_p=\frac{4\alpha^2P_{\rm tot}}{(1-\alpha)(1+\alpha+r)}. \tag{8}$$

The product in the denominator is $1+\alpha+r-\alpha-\alpha^2-r\alpha=1+r-r\alpha-\alpha^2$. Multiplying out and collecting powers of $\alpha$,

$$(K_p+4P_{\rm tot})\alpha^2+K_pr\,\alpha-K_p(1+r)=0 .$$

The left side is negative at $\alpha=0$ and equals $4P_{\rm tot}>0$ at $\alpha=1$, so one root lies between 0 and 1. The product of the roots is negative, so the other root is negative and is discarded:

$$\alpha=\frac{-K_pr+\sqrt{K_p^2r^2+4K_p(K_p+4P_{\rm tot})(1+r)}}{2(K_p+4P_{\rm tot})}. \tag{9}$$

For $r=0$ this reduces to (5). With $r=100$, $P_{\rm tot}=10^4$ Pa and $K_p=9022.5$ Pa, it gives $\alpha=0.960$. Putting the reactor pressure into (5) would have given 0.429, and the vapour would have been judged mostly undissociated when only 4% of the dimer survives.

This is the earlier fault in another form: again the amounts would be divided by a total that does not count all the molecules present. Formula (5) can still be used if $P$ is read as the pressure of the trimethylaluminium species alone. From (7),

$$P_{\rm v}=p_M+p_D=\frac{1+\alpha}{1+\alpha+r}\,P_{\rm tot},$$

so $P_{\rm tot}/(1+\alpha+r)=P_{\rm v}/(1+\alpha)$. Substituting this into (8) gives $K_p=4\alpha^2P_{\rm v}/(1-\alpha^2)$, which is (4) with $P_{\rm v}$ in place of $P$. In the example

$$P_{\rm v}=\frac{1.960}{101.960}\times10^4\ \text{Pa}\approx192\ \text{Pa},$$

far below $P_{1/2}$, which is why dissociation is nearly complete.

For half dissociation set $\alpha=\tfrac12$ in (8):

$$K_p=\frac{P_{\rm tot}}{\tfrac12\left(\tfrac32+r\right)}=\frac{4P_{\rm tot}}{3+2r}\quad\Longrightarrow\quad P_{\rm tot}=\frac{3+2r}{4}\,K_p .$$

For $r=100$ this is $\tfrac{203}{4}\times9022.5\ \text{Pa}\approx4.58\times10^5$ Pa. The trimethylaluminium species supply the share $\tfrac32/(\tfrac32+r)=3/(3+2r)$ of it, which is again $\tfrac34K_p$. The carrier changes the reactor pressure required, but not the vapour pressure at which half of the dimer is dissociated.

### When the result does not apply

Equation (5) assumes equilibrium. If the gas passes through a heated zone faster than dimers dissociate, $\alpha$ depends on the residence time as well. The formula also has no liquid phase, so it cannot be used at a pressure where the vapour would condense, and it neglects forces between the molecules, which matter in a dense gas. Trimethylaluminium itself boils near 400 K at atmospheric pressure. At the temperature of the example, the last row of the table therefore lies close to saturation, and the regime $P\gg K_p$ over a hundredfold range of pressure is a property of the model that the real vapour does not reach.

Chemical change alters the bookkeeping in (1). If monomer is consumed by pyrolysis, or bound in an adduct with a donor molecule such as an amine, the monomers and dimers present no longer account for all the aluminium. Relation (3) still connects the free monomer and the dimer as long as these two remain in equilibrium with each other, but (5) no longer gives the fraction of the original dimer that has come apart.
